# Widths of thermally broadened Coulomb-blockade peaks: single level versus metallic island

## Problem

A small conductor is connected to two normal leads, L and R, by weak tunnel contacts, and a gate shifts its electrostatic potential. Let $\delta$ be the energy needed to add the next electron, measured from the common Fermi level of the unbiased leads. Raising the gate voltage lowers $\delta$ linearly; the proportionality factor is the lever arm, in eV per volt. The conductance has a peak near $\delta=0$, where two charge states have equal energy.

Find the linear conductance $G(\delta)$ and its full width at half maximum (FWHM), at temperature $T$, in two cases.

(a) The electron can enter one non-degenerate level. The tunnel rates $\Gamma_L,\Gamma_R$ satisfy $\hbar\Gamma_j\ll kT$, and $kT$ is far below both the level spacing and the charging energy.

(b) The conductor is a metallic island. Its level spacing is far below $kT$, $kT$ is far below the charging energy $e^2/C$, and the junction resistances are far above $h/e^2$.

Then compare two devices at 0.3 K, both with a lever arm of 0.1 eV/V: a silicon quantum dot with $\hbar\Gamma_L=\hbar\Gamma_R=0.5$ µeV, and an aluminium island with two 500 kΩ junctions. A field of 2 T, perpendicular to the aluminium film, keeps the metal normal and splits the spin states of the dot. What temperature would be inferred if the island's peak were read with the width factor of the dot?

Throughout, $x=\delta/kT$ and $f(E)=1/(e^{E/kT}+1)$. Tunnelling is treated to lowest order, so each event moves one electron through one contact.

## First estimate by scaling

In case (a) the level passes electrons at the energy $\delta$. The current is driven by the difference of the lead occupations there, which for a small bias $V$ is about $eV\,[-f'(\delta)]$. The peak therefore has the shape of the slope of the Fermi function. At its centre this slope is $-1/(4kT)$. If the Fermi step is replaced by a straight ramp with that slope, the ramp falls from 1 to 0 over an energy $4kT$, and its derivative is a box of that width. The estimate is

$$\text{FWHM}\approx 4kT .$$

For the height, a bias $V$ unbalances a fraction of order $eV/kT$ of the largest current, which is of order $e\Gamma$. Hence $G_{\max}\sim e^2\Gamma/kT$.

In case (b) about $kT/\Delta$ levels take part, where $\Delta$ is the level spacing. Each contributes about $e^2\Gamma/kT$, so $G_{\max}\sim e^2\Gamma/\Delta$. The temperature has cancelled, and what remains is of the order of a junction conductance.

The energy scale of the width is again $kT$, and the ramp gives the same $4kT$. Scaling does suggest which line is wider. Far from the peak an energy $|\delta|$ must be supplied thermally, with probability of order $e^{-|x|}$ in both cases. On the island this energy can be divided between lead and island in many ways, and their number grows with $|\delta|$. The island's line should fall more slowly, but this argument does not say by how much.

## Exact solution of the lowest-order model

### Current through two charge states

Let $w_j^+$ be the rate at which an electron enters through contact $j$, and $w_j^-$ the rate at which one leaves. Let $p_0$ and $p_1$ be the probabilities of the states without and with the extra electron. In the stationary state

$$(w_L^++w_R^+)p_0=(w_L^-+w_R^-)p_1,\qquad p_0+p_1=1 .$$

With $S=w_L^++w_R^++w_L^-+w_R^-$ this gives

$$p_0=\frac{w_L^-+w_R^-}{S},\qquad p_1=\frac{w_L^++w_R^+}{S}.$$

The net number of electrons entering from L per unit time is

$$J=w_L^+p_0-w_L^-p_1=\frac{w_L^+w_R^--w_L^-w_R^+}{S},$$

because the terms $w_L^+w_L^-$ cancel. Let $\mu_L-\mu_R=eV$, and count $I=eJ$ as positive when electrons flow from L to R.

In equilibrium with lead $j$, entry and exit must balance, which requires

$$w_j^-=w_j^+e^{(\delta-\mu_j)/kT}.$$

The explicit rates below have this property. Inserting it,

$$J=\frac{w_L^+w_R^+}{S}\left[e^{(\delta-\mu_R)/kT}-e^{(\delta-\mu_L)/kT}\right].$$

To first order in the bias the bracket is $e^x(\mu_L-\mu_R)/kT=e^x\,eV/kT$. Since it is already of first order, all other factors may be taken at zero bias, where $S=(w_L^++w_R^+)(1+e^x)$. Therefore

$$G=\frac{e^2}{kT}\,\frac{w_L^+w_R^+}{w_L^++w_R^+}\,\frac{e^x}{1+e^x}. \tag{1}$$

The last factor is the equilibrium probability $p_0$ that the conductor is ready to receive the electron.

### One level

An electron enters if the lead state at energy $\delta$ is filled and leaves if it is empty:

$$w_j^+=\Gamma_jf(\delta),\qquad w_j^-=\Gamma_j[1-f(\delta)].$$

Their ratio is $w_j^-/w_j^+=e^x$, as required. With $e^x/(1+e^x)=1-f$, equation (1) becomes

$$G=\frac{e^2}{kT}\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\,f(1-f).$$

Moreover

$$f(1-f)=\frac{e^x}{(1+e^x)^2}=\frac{1}{(e^{x/2}+e^{-x/2})^2}=\frac{1}{4\cosh^2(x/2)},$$

so that

$$G=\frac{e^2}{4kT}\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\,\frac{1}{\cosh^2(x/2)}. \tag{2}$$

At half maximum $\cosh^2(x/2)=2$, hence $\cosh x=2\cosh^2(x/2)-1=3$. The positive solution is $x=\ln(3+\sqrt8)=2\ln(1+\sqrt2)$, since $(1+\sqrt2)^2=3+2\sqrt2$. The full width is twice this:

$$\text{FWHM}_{\text{level}}=4\ln(1+\sqrt2)\,kT=3.53\,kT .$$

### Metallic island

A lead electron of energy $E$ pays the cost $\delta$ and arrives at energy $E-\delta$ relative to the island's own Fermi level. That state must be empty. For constant densities of states and tunnel matrix elements,

$$w_j^+=\frac{G_j}{e^2}\int_{-\infty}^{\infty}f(E)\,[1-f(E-\delta)]\,dE .$$

The prefactor makes $G_j$ the ordinary conductance of the junction, as the net flow below confirms. To evaluate the integral, put $a=e^{E/kT}$ and $b=e^{(E-\delta)/kT}=ae^{-x}$. Then

$$f(E)[1-f(E-\delta)]=\frac{b}{(1+a)(1+b)},\qquad f(E-\delta)-f(E)=\frac{a-b}{(1+a)(1+b)} .$$

The ratio of the first to the second is $b/(a-b)=1/(e^x-1)$, independent of $E$. The integral of the second is $\delta$, the area gained when a unit step is moved by $\delta$. Thus

$$w_j^+=\frac{G_j}{e^2}\,\frac{\delta}{e^x-1}. \tag{3}$$

The reverse process has cost $-\delta$, which gives

$$w_j^-=\frac{G_j}{e^2}\frac{-\delta}{e^{-x}-1}=\frac{G_j}{e^2}\frac{\delta e^x}{e^x-1}=e^xw_j^+ .$$

The balance condition holds. The difference $w_j^--w_j^+=G_j\delta/e^2$ is Ohm's law for a junction across which the energy drop is $\delta$. With a biased lead, $\delta$ is replaced by $\delta-\mu_j$.

Inserting (3) with $\delta=kT\,x$ into (1), the factors $e^2$ and $kT$ cancel:

$$G=\frac{G_LG_R}{G_L+G_R}\,\frac{x}{e^x-1}\,\frac{e^x}{e^x+1}
=\frac{G_LG_R}{G_L+G_R}\,\frac{x\,e^x}{e^{2x}-1}.$$

Dividing numerator and denominator by $e^x$ gives

$$G=\frac12\,\frac{G_LG_R}{G_L+G_R}\,\frac{x}{\sinh x}. \tag{4}$$

Since $x/\sinh x\to1$ as $x\to0$, the peak is half the series conductance of the junctions. The half is $p_0$ at degeneracy.

The half-maximum condition is $\sinh x_h=2x_h$. For $x>0$ the function $\sinh x/x$ rises steadily from 1, so there is one positive solution, $x_h=2.1773$. Hence

$$\text{FWHM}_{\text{island}}=2x_h\,kT=4.35\,kT .$$

As a test, the stationary master equation was solved numerically with couplings in the ratio 1:3. The island had four charge states, with successive addition energies $40kT$ apart, and its rates came from quadrature. The widths were $3.5255\,kT$ and $4.3546\,kT$, equal to the closed forms at this precision.

### A spin-degenerate level

If the level can take either spin but not two electrons, there are two ways in and one way out: $w_j^+=2\Gamma_jf$ and $w_j^-=\Gamma_j(1-f)$. The ratio $w_j^-/w_j^+$ is now $e^x/2$, which replaces $e^x$ in (1). Apart from the constant prefactor,

$$G\propto 2f\,\frac{e^x}{2+e^x}=\frac{2e^x}{(1+e^x)(2+e^x)}=\frac{2}{e^x+3+2e^{-x}} .$$

With $x=\tfrac12\ln2+y$ the denominator becomes $3+2\sqrt2\cosh y$. The peak is symmetric about $\delta=\tfrac12kT\ln2=0.347\,kT$. At half maximum

$$3+2\sqrt2\cosh y=2(3+2\sqrt2),\qquad \cosh y=\frac{3+4\sqrt2}{2\sqrt2},$$

and the FWHM is $3.57\,kT$. Degeneracy shifts the peak noticeably but widens it by about 1%.

### From one level to many

Let the conductor have levels $\varepsilon_p$, all with the same rates $\Gamma_L,\Gamma_R$, and let $u$ be the charging part of the addition energy, so that an electron entering level $p$ needs $E_p=\varepsilon_p+u$. Choose the zero of energy so that $\Gamma_L\mu_L+\Gamma_R\mu_R=0$. The total entry and exit rates of each level then have no first-order change with bias, and the equilibrium probabilities remain valid to that order. Together with $\mu_L-\mu_R=eV$ this choice gives $\mu_L=eV\,\Gamma_R/(\Gamma_L+\Gamma_R)$.

Let $P_N$ be the probability of $N$ electrons and $F_N(p)$ the occupation of level $p$ at fixed $N$. The first-order current through L is

$$I=e\Gamma_L\mu_L\sum_p[-f'(E_p)]\left\{P_{N-1}[1-F_{N-1}(p)]+P_NF_N(p)\right\}.$$

Equilibrium requires $P_{N-1}[1-F_{N-1}(p)]f(E_p)=P_NF_N(p)[1-f(E_p)]$, so the brace equals $P_NF_N(p)/f(E_p)$. With $-f'=f(1-f)/kT$,

$$G=\frac{e^2}{kT}\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\sum_pP_NF_N(p)\,[1-f(\varepsilon_p+u)].$$

For equally spaced levels, numerical evaluation gives:

| Spacing / $kT$ | FWHM / $kT$ |
|---|---|
| 20 | 3.525 |
| 5 | 3.599 |
| 2 | 4.132 |
| 1 | 4.263 |
| 0.2 | 4.338 |
| 0.1 | 4.347 |

In this model most of the change occurs while the spacing falls from $5kT$ to $1kT$. A conductor with a spacing of $2kT$ belongs to neither limit, and its width factor must be computed.

### The two devices

At 0.3 K, $kT=25.85$ µeV. The widths in $\delta$ are

$$3.5255\times25.85=91.1\ \text{µeV (dot)},\qquad 4.3546\times25.85=112.6\ \text{µeV (island)}.$$

Division by 0.1 eV/V gives 0.911 mV and 1.126 mV of gate voltage. If the island's width is divided by the dot's factor, the inferred temperature is

$$0.3\ \text{K}\times\frac{4.3546}{3.5255}=0.371\ \text{K},$$

which is 24% above the true one.

For equal rates (2) gives the dot's peak as $e^2\Gamma/(8kT)=(e^2/\hbar)(\hbar\Gamma)/(8kT)$, which is 0.588 µS. At 0.6 K, with the rates held fixed, the same formula gives 0.294 µS; this is approximate for the dot considered here, because the spin splitting at 2 T is then only about $4.5kT$ and the upper levels begin to contribute: the four-level model described below gives a peak about 2% higher and a width of $3.60\,kT$ at 0.6 K. For the island the series conductance is $1/(1\ \text{MΩ})=1$ µS, and the peak is 0.500 µS at both temperatures. Within the stated regimes, the temperature dependence of the height thus shows which width factor applies.

The neglected effects can be sized for these numbers.

- **Other dot levels.** With $g=2$ the Zeeman splitting is 232 µeV, or $9.0kT$. With a valley splitting of 300 µeV as well, a four-level calculation gives $3.526\,kT$, a negligible change.
- **Lifetime.** For a non-interacting level, folding the thermal line with a Lorentzian of full width $\hbar(\Gamma_L+\Gamma_R)=1$ µeV gives $3.551\,kT$, an increase of 0.7%, and lowers the peak by 1%, to 0.582 µS.
- **Bias.** With 10 µV applied, $I/V$ recorded and all electrons kept at 0.3 K, the widths are $3.539\,kT$ and $4.363\,kT$, increases of 0.4% and 0.2%. Heating of the island by the current is not included and can be of similar size.
- **Island levels.** A free-electron estimate for a $500\times50\times30$ nm island gives a spacing of 0.057 µeV, far below $kT$.
- **Higher-order tunnelling on the island.** At $\delta=0$ each of the four rates is $G_jkT/e^2$, so $\hbar S/kT=2\hbar(G_L+G_R)/e^2=0.033$. Corrections of a few per cent are therefore possible; this ratio gives their scale, not a computed change of width.

The charging energies assumed, 5 meV for the dot and 1 meV for the island, are $193kT$ and $39kT$, so further charge states do not matter here. These energies, the valley splitting and the lever arm are round values chosen for illustration, not data for particular devices. In a real device the electrons can be warmer than the refrigerator. The width follows the electron temperature: if the electrons were at 0.33 K instead of 0.30 K, both widths would rise by 10%, more than any of the width corrections computed in the list above. Slow gate noise also widens a recorded peak, by an amount that depends on the wiring and is not estimated here. Without the field the aluminium would be superconducting at 0.3 K. Its gap would invalidate the constant density of states behind (3), and the factor 4.35 would not apply.

## Comparison of the estimate and the solution

The ramp estimate of $4kT$ is 13% above the exact width for the level and 8% below that for the island. It finds the scale but cannot separate the two cases, whose widths differ by 24% relative to the smaller. The scaling of the heights, $1/T$ for the level and $T^0$ for the island, agrees with (2) and (4).

The expectation that the island's line is wider can now be made precise. With $\sinh x=2\sinh(x/2)\cosh(x/2)$, the ratio of the two lines, each normalized to its peak, is

$$\frac{x}{\sinh x}\,\cosh^2\frac x2=\frac x2\coth\frac x2\ \ge\ 1,$$

because $\tanh y\le y$ for $y\ge0$, with equality only at $y=0$, and the ratio is even in $x$. The island's normalized line therefore lies above the level's at every $\delta\ne0$, not just at half maximum.

For large $|x|$ the ratio grows as $|x|/2$, and the integral for $w_j^+$ shows why. When $\delta\gg kT$ and $E$ lies well inside the interval from 0 to $\delta$, the filled lead state has probability $e^{-E/kT}$ and the empty island state $e^{-(\delta-E)/kT}$. Their product is $e^{-x}$ wherever $E$ lies. Every division of the energy between lead and island is equally likely, and the range of divisions has length $\delta$. This is the counting anticipated in the estimate. At $x=5$ the normalized lowest-order conductances are 0.0266 for the level and 0.0674 for the island, a ratio of 2.5. This comparison holds at equal temperature, so it separates the two cases only if the electron temperature is known independently. If the temperature is instead taken from the width, the shapes nearly coincide: the level line $1/\cosh^2(x/2.4704)$, which belongs to the false temperature 0.371 K, also gives 0.0674 at $x=5$ and differs from $x/\sinh x$ by less than 0.2% of the peak everywhere. The two part only further out (by 12% at $x=8$), where higher-order tunnelling, which lowest-order theory omits, is no longer negligible. A good fit of one peak therefore does not show which width factor applies; the temperature dependence of the height does.

The main values used here are listed in the numerical output.

## Computed values

```
FWHM single level, closed form: 3.5255 kT
FWHM single level, master equation: 3.5255 kT
half-maximum point of island, xh: 2.1773
FWHM island, closed form: 4.3546 kT
FWHM island, master equation: 4.3546 kT
ratio of widths: 1.2352
FWHM spin-degenerate level: 3.5679 kT
peak shift, spin-degenerate level: 0.347 kT
normalized level line at x=5: 0.0266
normalized island line at x=5: 0.0674
many levels, spacing 20 kT: FWHM 3.5255 kT
many levels, spacing 5 kT: FWHM 3.5986 kT
many levels, spacing 2 kT: FWHM 4.1316 kT
many levels, spacing 1 kT: FWHM 4.2630 kT
many levels, spacing 0.2 kT: FWHM 4.3383 kT
many levels, spacing 0.1 kT: FWHM 4.3466 kT
temperature: 0.3 K
thermal energy kT: 25.85 ueV
magnetic field: 2.0 T
lever arm: 0.1 eV/V
hbar*Gamma per lead: 0.5 ueV
dot charging energy: 5.0 meV
dot charging energy / kT: 193
island charging energy e^2/C: 1.0 meV
island charging energy / kT: 38.7
junction resistance: 500 kohm each
dot FWHM: 91.1 ueV
island FWHM: 112.6 ueV
dot FWHM at gate: 0.911 mV
island FWHM at gate: 1.126 mV
island read with level factor: 0.371 K
dot peak at 0.3 K: 0.588 uS
dot peak at 0.6 K: 0.294 uS
island peak at 0.3 K: 0.500 uS
island peak at 0.6 K: 0.500 uS
Zeeman splitting: 232 ueV = 8.96 kT
valley splitting: 300 ueV
dot FWHM with four levels: 3.5263 kT
dot FWHM with lifetime: 3.5514 kT
bias: 10 uV = 0.387 kT/e
dot FWHM at this bias: 3.5387 kT
island FWHM at this bias: 4.3627 kT
island hbar*relaxation rate / kT: 0.0329
island size: 500 x 50 x 30 nm
electron density (rough): 1.8e+29 m^-3
island level spacing: 0.057 ueV
```
